Curvature and step velocity in spiral growth near equilibrium, part 1

(Sections cited here and not found follow in the second part.)

## 1. The form of the answer

A surface step separates an upper terrace from a lower one that is one atomic layer below it. When adatoms join the step, the upper terrace spreads and the step advances. The question is how the speed of this advance depends on the curvature of the step.

Symmetry and dimensions fix most of the answer. If the step has no preferred direction in the surface plane, its speed can depend on its local shape, at lowest order, through the signed curvature κ alone. We take κ > 0 when the upper terrace lies on the concave side, as it does for a circular island. On such an arc κ = 1/r, where r is the local radius.

Two small quantities drive the step. One is the relative supersaturation σ of the adatoms, a pure number. The other is the curvature, which must be multiplied by a length to give a pure number. The edge supplies that length, called Γ here and found in section 4. If one constant velocity V₀ sets the scale of the kinetics, then

v = V₀ Φ(σ, Γ/r).

A straight step without supersaturation is at rest, so Φ(0, 0) = 0. For a smooth function Φ, the expansion to first order in both arguments is

v = V₀ (aσ − bΓ/r),

with two pure numbers a and b. Let v∞ = V₀aσ be the velocity of the straight step, and let r* = bΓ/(aσ) be the radius at which v vanishes. Then

v = v∞ (1 − r*/r).   (1)

This argument gives the form of the law near equilibrium. It does not give a and b, the sign of b, or the size of the error. It also assumes that no other length competes with r. Surface diffusion can introduce such a length, and section 12 treats that case.

## 2. The model

Let Ω be the surface area that the upper terrace gains per attached atom, and let γ be the free energy of the step per unit length. We call γ the line tension and assume that it is the same for all step directions. It is a coarse-grained quantity, which already contains the thermal wandering of the step on the atomic scale. The radius r must therefore be large compared with atomic distances.

The adatoms on both terraces have the density c, counted per area. They are dilute, cΩ ≪ 1, so that their interactions and mutual blocking are neglected. The density in equilibrium with a straight step is c₀, and

c = c₀(1 + σ), with σ > 0.

Until section 12, c is taken to be uniform up to the step. This is the limit in which attachment, and not transport over the terrace, controls growth.

Attachment is linear: the number of atoms that join the step per length and time is Kc. The coefficient K has the unit of a velocity and does not depend on curvature. Both sides of the step contribute equally, so K = 2k, where k belongs to one side. The temperature is T, and k_B is the Boltzmann constant.

## 3. The edge cost of one more atom

We need the change in step length when a curved step advances slightly. Let R(s) be a point on the step, with s the arc length. Let t = dR/ds be the unit tangent and n the unit normal that points to the lower terrace. For a circle, n is the radius vector divided by r, so dn/ds = t/r. For a general smooth curve, with the sign convention of section 1,

dn/ds = κt.

Displace each point by a small distance δ(s) along n. The new curve is R + δn, and its derivative is

d(R + δn)/ds = t + δκt + δ′n = (1 + κδ)t + δ′n,

where δ′ = dδ/ds. Since t and n are perpendicular unit vectors, the length of this vector is

√[(1 + κδ)² + δ′²] = 1 + κδ + terms of second order.

If the displacement vanishes at the ends of the segment, or if the curve is closed, the first-order changes of length and area are

δL = ∫ κδ ds,   δA = ∫ δ ds.

When the displaced stretch is short enough for κ to be nearly constant on it, κ can be taken out of the integral:

δL = κ δA = δA/r.   (2)

One added atom gives δA = Ω. The added edge free energy is therefore

γ δL = γΩ/r.   (3)

An atom is not a smooth bump, so the use of (2) needs a reason. Coarse-grained, the added area is spread over a stretch of width w, with a displacement of order Ω/w. The neglected length is of order ∫δ′² ds, which is about Ω²/w³. It is small compared with Ω/r if w³ ≫ Ωr. The curvature is nearly constant on the stretch if w ≪ r. Both conditions can hold together when r² ≫ Ω, which is the condition of a radius much larger than atomic size.

Equation (3) uses local curvature alone. It therefore applies to an arc of a spiral as well as to a closed circle. A numerical test of (2) took an ellipse with semiaxes 3 and 2 in an arbitrary length unit. A narrow Gaussian normal displacement, of amplitude 0.0001 and width 0.03 rad in the parameter angle, was centred at two places. At 0.7 rad the ratio δL/δA was 0.4009 and the local curvature 0.4007. At 1.3 rad the values were 0.2363 and 0.2362.

## 4. The Gibbs-Thomson density

Consider N_a dilute adatoms distributed over M sites. If ε is the free energy of one adatom at a given site, then for N_a ≪ M the free energy is

F = N_a ε + k_BT N_a [ln(N_a/M) − 1].

The last term is the mixing entropy with Stirling's formula. Differentiation gives the chemical potential

μ = ∂F/∂N_a = ε + k_BT ln(N_a/M),

because the derivative of N_a ln(N_a/M) is ln(N_a/M) + 1, and the 1 cancels. The density c is proportional to N_a/M. Let μ₀ be the free energy per atom added at a straight step. By definition the adatoms have this chemical potential at c = c₀. Subtracting the two expressions removes ε and leaves

μ(c) = μ₀ + k_BT ln(c/c₀).   (4)

At a curved step an added atom costs μ₀ + γΩ/r. Equilibrium with the adatoms requires

μ₀ + k_BT ln(c_eq/c₀) = μ₀ + γΩ/r.

Cancel μ₀, divide by k_BT and exponentiate:

c_eq(r) = c₀ exp(Γ/r),   Γ = γΩ/(k_BT).   (5)

This is the Gibbs-Thomson relation for a step. The unit of γΩ is energy times length, so Γ is a length, as section 1 required. A convex edge holds its atoms less firmly than a straight one, because removing an atom shortens the edge. It therefore needs a denser adatom gas to remain at rest.

## 5. Detachment and the full velocity

Attachment adds Kc atoms per length and time. In the dilute model the detachment rate is a property of the edge and does not depend on c. Its value follows from equilibrium: at c = c_eq(r) gain and loss must balance. The loss per length and time is therefore Kc_eq(r), at any c.

The net number of atoms gained per length and time is K[c − c_eq(r)]. Each atom adds the area Ω, and area gained per length and time is normal velocity. Hence

v(r) = ΩK[c − c_eq(r)] = ΩKc₀[1 + σ − exp(Γ/r)].   (6)

This is the full kinetic law of the model. Its velocity scale is V₀ = ΩKc₀. It is linear in the density c, but not in 1/r.

## 6. The same law from single-atom events

Equation (6) treats the edge as continuous. A circular island that changes by one atom at a time shows what this costs. An island of N atoms has the area πr_N² = NΩ, and its edge free energy is

E(N) = 2πγr_N = 2γ√(πΩN).

At density c it gains atoms at the rate 2πr_N Kc. Let W_N be its rate of losing one atom. At c = c₀, moving an atom from the adatom gas into the crystal changes the free energy by the edge term alone. Detailed balance between sizes N − 1 and N then reads

2πr_(N−1) Kc₀ exp[−E(N−1)/(k_BT)] = W_N exp[−E(N)/(k_BT)],

and therefore

W_N = 2πr_(N−1) Kc₀ exp{[E(N) − E(N−1)]/(k_BT)}.   (7)

Write r for r_N. For large N,

r_(N−1) = r√(1 − 1/N) = r[1 − 1/(2N) − 1/(8N²) − …].

The energy difference is consequently

E(N) − E(N−1) = 2πγr[1/(2N) + 1/(8N²) + …] = (πγr/N)[1 + 1/(4N) + …].

Since N = πr²/Ω, the factor πγr/N equals γΩ/r. Insert both expansions into (7) and divide by the perimeter:

W_N/(2πr) = Kc₀ exp(Γ/r)[1 − 1/(2N) + Γ/(4Nr) + O(1/N²)].

The leading term is the detachment rate of section 5. The mean growth of the island area at given N, divided by the perimeter, is thus the velocity (6) with a correction of relative order 1/N in the loss rate. Divided by the straight-step velocity ΩKc₀σ, the correction to the velocity is

exp(Γ/r)[1 − Γ/(2r)]/(2Nσ).

It carries 1/σ because the velocity is the small difference of two larger rates. The continuum law near equilibrium therefore needs Nσ ≫ 1 as well as N ≫ 1.

For the parameters of section 10, the discrete rates (7) were evaluated at three sizes. For 2499, 4443 and 17772 atoms, the discrete velocity ratios are 0.3428, 0.5084 and 0.7551. Equation (6) gives 0.3387, 0.5061 and 0.7546. The differences, 0.0041, 0.0023 and 0.0006, agree with the correction just derived. The size and sign of this correction hold for the edge energy E(N) used here. A term proportional to ln N in the free energy of the island, which this model leaves out, would enter at the same order 1/(Nσ) and could reverse the sign.

## 7. The straight step and the critical radius

For a straight step r → ∞ and exp(Γ/r) → 1. Equation (6) becomes

v∞ = ΩKc₀σ.   (8)

A curved step is at rest when the bracket in (6) vanishes:

exp(Γ/r*) = 1 + σ.

Taking the logarithm and solving for r* gives

r* = Γ/ln(1 + σ) = γΩ/[k_BT ln(1 + σ)].   (9)

This radius also has a thermodynamic meaning. By (4), an atom taken from the supersaturated adatoms into the crystal gains k_BT ln(1 + σ), apart from the edge. The free energy of forming an island of N atoms is therefore

ΔG(N) = −N k_BT ln(1 + σ) + 2γ√(πΩN).

Its first derivative is

dΔG/dN = −k_BT ln(1 + σ) + γ√(πΩ/N) = −k_BT ln(1 + σ) + γΩ/r,

because πΩ/N = Ω²/r². The derivative vanishes at r = r*. The second derivative, −(γ/2)√(πΩ) N^(−3/2), is negative, so the stationary point is a maximum.

The equilibrium at r* is unstable for a free circular island. If r is slightly larger than r*, then c_eq(r) < c and the island grows. If r is slightly smaller, c_eq(r) > c and it shrinks. In both cases the continuum law makes the initial departure increase. Near r*, random gains and losses of single atoms can still carry an island either way, and this zone need not be narrow. With the rates of section 6 and the parameters of section 10, an island at 0.9r* still grows to large size with a probability of about 0.15, and one at 1.1r* still shrinks with about the same probability. The mean growth rate of that discrete model changes sign about 1 percent below r*.

# Second half: the linear law, its error and its use

## 8. Symbols and results carried over

A step of line tension γ bounds an upper terrace that gains the area Ω per atom. The adatom density is c = c₀(1 + σ), where c₀ is in equilibrium with a straight step. The total attachment coefficient is K = 2k, with k for each side. The local radius r is positive when the upper terrace lies on the concave side. With Γ = γΩ/(k_BT), the first half gave

c_eq(r) = c₀ exp(Γ/r),
v(r) = ΩK[c − c_eq(r)],
v∞ = ΩKc₀σ,
r* = Γ/ln(1 + σ).

This part has derived the full velocity of a curved step at uniform adatom density and the critical radius r* at which the step is at rest. It remains to obtain the linear law near equilibrium, bound its error, and examine its use for spirals and when surface diffusion matters.

Numerical values quoted here were computed with a short program.
